# What a Residual Stress of 0.1 GPa Does to Lattice and Energy

A cell relaxation has run for many steps, and the pressure still stands at 0.1 GPa. One can stop and use the cell, or spend more computer time on it. The stress alone does not settle the matter. What counts is how far the lattice constant is from its equilibrium value, and how far the energy is above its minimum. For a cubic crystal under hydrostatic stress small enough that the stiffness hardly changes ($B'|P|\ll B$, with $B'=dB/dP$), both follow from the residual pressure $P$, the bulk modulus $B$ and the volume $V$:

$$
\left|\frac{\Delta a}{a}\right|\approx\frac{|P|}{3B},\qquad \Delta E\approx\frac{P^2V}{2B}.
$$

At 0.1 GPa the lattice constant is off by less than 0.01 % in diamond, by about 0.5 % in sodium and by 1.4 to 2.2 %, depending on the sign of the pressure, in a model of a soft molecular crystal. Whether to stop then depends on the tolerance one sets.

## The estimate on an envelope

A crystal near equilibrium responds to pressure like a spring. Its relative volume change has the size $P/B$, because $B$ is the pressure needed per unit relative volume change. The volume goes as the cube of the length, so the relative length change is one third of this. The energy stored per volume is half of stress times strain, $\tfrac12 P\cdot P/B$, and multiplication by $V$ gives $P^2V/2B$.

The inputs below are rough sizes, good to one or two figures. The third solid is a model: a cubic crystal of small, weakly bound molecules. Volumes are per atom for diamond and sodium and per molecule for the model, and the energy errors refer to the same unit.

| Solid | $B$ (GPa) | $V$ (Å$^3$) |
|---|---:|---:|
| diamond | 440 | 5.7 |
| sodium | 7 | 38 |
| molecular | 2 | 50 |

For sodium, the relative length error is

$$
\frac{P}{3B}=\frac{0.1}{3\times7}=0.0048,
$$

or about 0.5 %. For the energy one needs the conversion $1\ \mathrm{GPa\,Å^3}=10^9\times10^{-30}\ \mathrm{J}=10^{-21}\ \mathrm{J}=6.24\ \mathrm{meV}$. Then

$$
\frac{P^2V}{2B}=\frac{0.1^2\times38}{2\times7}\ \mathrm{GPa\,Å^3}
=0.0271\ \mathrm{GPa\,Å^3}=0.17\ \mathrm{meV}.
$$

The same arithmetic for all three solids gives:

| Solid | $P/3B$ (%) | $P^2V/2B$ (meV) |
|---|---:|---:|
| diamond | 0.0076 | 0.0004 |
| sodium | 0.48 | 0.17 |
| molecular | 1.7 | 0.78 |

To turn the relative error into a length, take the cubic cell, which holds 8 atoms in diamond, 2 in sodium and 4 molecules in the model. The lattice constants follow from the volumes as $(8\times5.7)^{1/3}=3.57$ Å, $(2\times38)^{1/3}=4.24$ Å and $(4\times50)^{1/3}=5.85$ Å. The errors are then 0.0003 Å, 0.02 Å and 0.1 Å.

The same stress therefore means a lattice error about 60 times larger in sodium than in diamond, which is the ratio of the bulk moduli. The energy error grows by a factor of about 400, because the larger atomic volume of sodium enters as well.

## Which pressure, and with which sign

Let $\sigma$ be the stress tensor, positive in tension, and define

$$
P=-\tfrac13\,\mathrm{tr}\,\sigma=-\frac{dE}{dV}.
$$

The second equality assumes that the stress is hydrostatic, $\sigma_{ij}=-P\delta_{ij}$, and that $E(V)$ is the static energy with all atomic positions relaxed at each volume. Positive $P$ means that the energy falls when the cell expands, so the present cell is too small. The bulk modulus must belong to the same relaxed energy curve.

The pressure must also be the slope of the curve whose minimum is wanted. A plane-wave calculation shows why this matters. The usual analytic stress is the derivative at a fixed set of plane waves, which are stretched with the cell. The kinetic energy of each wave scales as the inverse square of a length, so the cutoff of a fixed set changes as $E_c\propto V^{-2/3}$, and

$$
\frac{dE_c}{dV}=-\frac{2E_c}{3V}.
$$

If the energy is regarded as a smooth function $E(V,E_c)$, the chain rule gives the reported pressure as

$$
P_{\rm rep}=-\frac{\partial E}{\partial V}-\frac{\partial E}{\partial E_c}\frac{dE_c}{dV}
=P_{\rm cut}+\frac{2E_c}{3V}\frac{\partial E}{\partial E_c},
$$

where $P_{\rm cut}=-\partial E/\partial V$ is the pressure at fixed cutoff. For a variational energy, a larger basis cannot raise the result, so $\partial E/\partial E_c\le0$ and $P_{\rm rep}\le P_{\rm cut}$. Suppose that the basis error depends on the cutoff but not on the volume. The curve at fixed cutoff is then the converged curve shifted by a constant, and its minimum is the one wanted. The supposition is only approximate: any volume dependence of the basis error also shifts the fixed-cutoff minimum, and only a higher cutoff tests this. A relaxation to $P_{\rm rep}=0$ stops at

$$
P_{\rm cut}=-\frac{2E_c}{3V}\frac{\partial E}{\partial E_c}\ge0,
$$

that is, at a cell that is too small or at best correct. This leftover, known as the Pulay stress, is a residual pressure like any other. If it amounts to 0.1 GPa, the errors in the table apply even though the program reports zero stress.

In a metal the same caution applies to smearing and to the k-point mesh. With smeared occupations the reported pressure is the slope of the electronic free energy, not of the zero-width energy. For free electrons, a Fermi–Dirac width $w$ raises the pressure by $\tfrac{\pi^2}{6}\,w^2/(E_FV)$ with one electron per volume $V$. At the density of sodium, $E_F=3.2$ eV, and this is 0.02 GPa for $w=0.1$ eV and 0.09 GPa for $w=0.2$ eV. In the same free-electron model a $6\times6\times6$ mesh shifts the pressure by about 0.1 GPa. Such shifts are residual pressures that the reported stress does not show.

## The leading order, derived

Let $V_0$, $a_0$ and $E_0$ denote the values at the minimum, and let $B$ be the bulk modulus there. From $B=-V\,dP/dV$ and $P=-dE/dV$ it follows that

$$
B=V_0\left.\frac{d^2E}{dV^2}\right|_{V_0}.
$$

The first derivative of $E$ vanishes at the minimum, so the Taylor expansion begins as

$$
E=E_0+\frac{B}{2V_0}(V-V_0)^2+\dots
$$

Its negative slope is the pressure:

$$
P=-\frac{B}{V_0}(V-V_0)
\quad\Longrightarrow\quad
\frac{V-V_0}{V_0}=-\frac PB .
$$

In a cubic crystal $V\propto a^3$, so to first order $\Delta V/V_0=3\,\Delta a/a_0$, with $\Delta a=a-a_0$. Hence

$$
\frac{\Delta a}{a_0}=-\frac{P}{3B}.
$$

The energy error $\Delta E=E-E_0$ follows when $V-V_0=-V_0P/B$ is put into the expansion:

$$
\Delta E=\frac{B}{2V_0}\,\frac{V_0^2P^2}{B^2}=\frac{P^2V_0}{2B}.
$$

It is positive for either sign of $P$, as it must be near a minimum. Since $P=-3B\,\Delta a/a_0$, it can also be written as

$$
\Delta E=\frac{V_0}{2B}\,9B^2\left(\frac{\Delta a}{a_0}\right)^2
=\frac92\,BV_0\left(\frac{\Delta a}{a_0}\right)^2 .
$$

To leading order, reducing the stress tenfold thus reduces the lattice error tenfold and the energy error a hundredfold. This is why an energy can look converged while the cell is not.

The product $PV_0$ is also an energy, but it is not the error. For sodium it is 24 meV per atom, against an energy error of 0.17 meV. Adding $PV$ to the computed energy does not repair it. To second order in $P$,

$$
E+PV=E_0+\frac{P^2V_0}{2B}+PV_0\left(1-\frac PB\right)
=E_0+PV_0-\frac{P^2V_0}{2B}.
$$

This is the enthalpy of the crystal under the pressure $P$. As an estimate of $E_0$ it is far worse than the uncorrected energy. The leading correction is to subtract $P^2V_0/2B$.

## The next order

The expansion parameter is $x=P/B$. It is 0.0002 for diamond, 0.014 for sodium and 0.05 for the molecular crystal. The last value is small, but its coefficient need not be. The stiffness itself changes with pressure,

$$
B(P)=B+B'P+\dots,\qquad B'=\left.\frac{dB}{dP}\right|_{P=0},
$$

and $B'$ is a pure number. The rough values used here are 4 for diamond and sodium and 8 for the molecular crystal.

From the definition of the bulk modulus, $d\ln V=-dP/B(P)$. With $dP=B\,dx$ and $B(P)=B(1+B'x+\dots)$,

$$
d\ln V=-\frac{dx}{1+B'x+\dots}=-(1-B'x+\dots)\,dx .
$$

Integration from $x=0$, where $V=V_0$, gives

$$
\ln\frac{V}{V_0}=-x+\frac{B'}{2}x^2+\dots
$$

The second pressure derivative of $B$ would enter at order $x^3$. The logarithm of the length is one third of this:

$$
\ln\frac{a}{a_0}=-\frac x3+\frac{B'}{6}x^2+\dots
$$

To return to $a$ itself, use $e^u=1+u+u^2/2+\dots$. The square of the first term contributes $\tfrac12(x/3)^2=x^2/18$, so

$$
\frac{\Delta a}{a_0}=-\frac x3+\left(\frac{B'}6+\frac1{18}\right)x^2+\dots
=-\frac x3\left[1-\left(\frac{B'}2+\frac16\right)x+\dots\right].
$$

For the energy, start from $dE=-P\,dV=-PV\,d\ln V$. Insert $P=Bx$, $V=V_0(1-x+\dots)$ and the expression for $d\ln V$:

$$
dE=BV_0\,x(1-x)(1-B'x)\,dx
=BV_0\left[x-(1+B')x^2+\dots\right]dx .
$$

Integrating and taking out the leading term,

$$
\Delta E=BV_0\left[\frac{x^2}2-\frac{1+B'}3x^3+\dots\right]
=\frac{P^2V_0}{2B}\left[1-\frac23(1+B')x+\dots\right].
$$

For positive $B'$ and small $x$, a compressed cell has smaller errors than the leading formulas say, and a stretched cell has larger ones. The main reason is that compression stiffens the crystal and stretching softens it. The terms without $B'$ are geometric and come from the change of the volume itself.

For sodium at $P=+0.1$ GPa, the brackets are

$$
1-\left(2+\tfrac16\right)(0.0143)=0.969,\qquad
1-\tfrac{10}{3}(0.0143)=0.952 .
$$

These corrections of 3 % and 5 %, relative to the leading errors, are smaller than the uncertainty of the rough inputs. For the molecular crystal the brackets are

$$
1-\left(4+\tfrac16\right)(0.05)=0.79,\qquad
1-6(0.05)=0.70 ,
$$

and the leading formulas have become estimates of size.

## Comparison with complete energy curves

To see what the expansion leaves out, one needs a curve $E(V)$ that is not cut off at a low power of $x$. The Vinet form is one choice. With $y=a/a_0$ and $\eta=\tfrac32(B'-1)$, it reads

$$
E-E_0=\frac{9BV_0}{\eta^2}\left\{1-\left[1+\eta(y-1)\right]e^{-\eta(y-1)}\right\}.
$$

The derivative of $1-(1+s)e^{-s}$ with respect to $s$ is $se^{-s}$. With $s=\eta(y-1)$ this gives $dE/dy=9BV_0(y-1)e^{-\eta(y-1)}$. Division by $dV/dy=3V_0y^2$ and a change of sign yield

$$
P=\frac{3B(1-y)}{y^2}\,e^{\eta(1-y)} .
$$

For a given pressure, $y$ is found by bisection on the slope of the energy curve, and the energy error is read from the curve at that $y$. The following values are for the molecular crystal. The digits serve to compare formulas for one fixed model and do not describe the accuracy of the inputs.

| | $P=+0.1$ GPa | $P=-0.1$ GPa |
|---|---:|---:|
| $\Delta a/a_0$, leading (%) | −1.67 | +1.67 |
| $\Delta a/a_0$, next order (%) | −1.32 | +2.01 |
| $\Delta a/a_0$, Vinet (%) | −1.40 | +2.19 |
| $\Delta E$, leading (meV) | 0.78 | 0.78 |
| $\Delta E$, next order (meV) | 0.55 | 1.01 |
| $\Delta E$, Vinet (meV) | 0.61 | 1.16 |

The next order moves each value in the right direction and ends closer to the Vinet result than the leading formula does. Under compression it overshoots the Vinet values, and under tension it covers roughly two thirds of the distance. The energy error under tension is nearly twice that under compression, a difference that the leading formula cannot show.

The third-order Birch–Murnaghan curve with the same $B$, $V_0$ and $B'$,

$$
E-E_0=\frac{9BV_0}{16}\left[(z-1)^3B'+(z-1)^2(6-4z)\right],\qquad z=y^{-2},
$$

gives −1.40 % and +2.20 % for the lengths, and 0.61 and 1.17 meV for the energies. In this range the choice between the two curves hardly matters. Their agreement says nothing about the accuracy of $B$ and $B'$, which they share.

For sodium the Vinet curve gives −0.46 % and +0.49 %, with energy errors of 0.16 and 0.18 meV. For diamond the leading and complete results agree to better than 0.1 % for the length, relative to the length error itself.

The Vinet pressure also shows where the estimate must fail altogether. For $\eta>0$, the tension $-P$ is zero at $y=1$, positive for $y>1$, and tends to zero again as $y\to\infty$. It therefore has a maximum. Near that maximum a small change in tension goes with a large change in length, and no cell on the curve supports a greater tension. The formula $P/3B$ contains no such limit. For the molecular model the maximum is 0.18 GPa, or $0.09B$, reached at a stretch of 8 %, so a tension of 0.1 GPa is already more than half of it. For sodium the maximum is 1.2 GPa.

## Using the pressure to correct the cell

If $P$ and $B$ are known, the lattice constant can be corrected without another relaxation step. The leading result suggests the estimate $a_{\rm corr}=a(1+x/3)$. With the second-order expression for $a$,

$$
\frac{a_{\rm corr}}{a_0}
=\left[1-\frac x3+\left(\frac{B'}6+\frac1{18}\right)x^2\right]\left(1+\frac x3\right)
=1+\left(\frac{B'}6-\frac1{18}\right)x^2+\dots
$$

The terms linear in $x$ cancel, and their product contributes $-x^2/9$. For sodium at $+0.1$ GPa, the Vinet cell gives $0.99538\times1.00476=1.0001$: an error of 0.46 % has shrunk to about 0.01 %. For the molecular crystal the product is $0.98601\times1.01667=1.0024$, so 1.4 % becomes 0.24 %.

These figures assume that $B$ is known. A relative error $\delta$ in $B$ leaves, to first order, the fraction $\delta$ of the original lattice error uncorrected. Even a bulk modulus good to 10 % therefore removes most of the error in sodium.

## Crystals that are not cubic

Many molecular crystals have lower symmetry, and one number no longer describes the lattice error. Take an orthorhombic cell with small axis strains $e_i$, elastic constants $C_{ij}$ ($i,j=1,2,3$) and energy density $\tfrac12\sum_{ij}C_{ij}e_ie_j$. Hydrostatic stress means $\sigma_i=-P$ on each axis, so

$$
\sum_j C_{ij}e_j=-P .
$$

Write the solution as $e_i=-P\beta_i$, where the linear compressibilities $\beta_i$ satisfy $\sum_jC_{ij}\beta_j=1$. To first order the relative volume change is $\sum_ie_i=-P\sum_i\beta_i$. Here $B$ is the bulk modulus under hydrostatic stress, that is, with the cell shape relaxed at each volume. A uniform scaling $e_i=e$ has energy density $\tfrac12e^2\sum_{ij}C_{ij}$ at relative volume change $3e$ and gives the modulus $\tfrac19\sum_{ij}C_{ij}$, which in general differs and is not the one meant. With the shape-relaxed $B$ the volume change equals $-P/B$, so $\sum_i\beta_i=1/B$, and the mean axis error is again $-P/3B$. The energy density also keeps its form:

$$
\frac12\sum_{ij}C_{ij}e_ie_j=\frac12\sum_i(-P)(-P\beta_i)=\frac{P^2}{2B}.
$$

The individual axes can differ widely. Let $C_{11}$, $C_{22}$ and $C_{33}$ be 3, 4 and 7 GPa, and let the three off-diagonal constants be 1 GPa. Then $\beta=(\tfrac14,\tfrac16,\tfrac1{12})\ \mathrm{GPa}^{-1}$, as insertion confirms; the first row, for example, gives $\tfrac34+\tfrac16+\tfrac1{12}=1$. The sum is $\tfrac12\ \mathrm{GPa}^{-1}$, so $B=2$ GPa, as in the cubic model. At $P=0.1$ GPa the leading axis errors are −2.5 %, −1.7 % and −0.8 %. The mean, −1.7 %, conceals a factor of three between the softest and the stiffest axis.

In such a cell the residual stress need not be hydrostatic. Because $C_{ij}$ is symmetric, general axis stresses $\sigma_i$ change the volume by

$$
\sum_i e_i=\sum_{ij}\beta_iC_{ij}e_j=\sum_i\beta_i\sigma_i .
$$

With unequal $\beta_i$ this can differ from zero even when the $\sigma_i$ add up to zero, that is, when $P=0$. A small mean pressure is then no proof of a relaxed cell, and every stress component has to be examined. In a crystal that keeps its cubic symmetry the three axis stresses are equal and the shear stresses vanish, so $P$ is sufficient.

## Choosing the threshold

The decision can now start from the accuracy wanted. A relative lattice tolerance $t$ and an energy tolerance $\varepsilon$ per atom or molecule require, to leading order,

$$
|P|<3Bt,\qquad |P|<\sqrt{\frac{2B\varepsilon}{V_0}} .
$$

For $t=0.1$ %, the first condition allows 1.3 GPa in diamond, 0.02 GPa in sodium and 0.006 GPa in the molecular crystal. A residual stress of 0.1 GPa is well inside the limit for diamond, about five times too large for sodium and about seventeen times too large for the molecular crystal.

If only the energy matters and 1 meV per atom or molecule is good enough, the leading estimate passes all three solids. The molecular crystal passes with little to spare: under tension its error on the Vinet curve is 1.16 meV, which is over the limit. There the sign of the residual stress decides whether to continue.
